Chebyshev moments and the chemical-potential search without new matrix products, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem, the moments and the effective levels

**Theorem.** Let H be a real symmetric D×D matrix, the one-electron Hamiltonian in an orthonormal basis, and let its eigenvalues ε_i lie in [b − a, b + a]. Put

X = (H − b)/a,  m_n = Tr T_n(X),  n = 0, …, M, (1)

where T_n is the Chebyshev polynomial, T_n(cos θ) = cos nθ, and M ≥ 2 is even. Let each orbital hold g = 2 electrons of opposite spin. Take K ≥ M + 1 and define, for k = 0, …, K − 1,

θ_k = π(k + ½)/K,  ε̃_k = b + a cos θ_k, (2)

W_k = (g/K) Σ_{n=0}^{M} (2 − δ_{n0}) m_n cos nθ_k. (3)

Then, for every real chemical potential μ and every temperature T > 0, electron number, band energy, entropy and grand potential are approximated by

N_M = Σ_k W_k f(ε̃_k),  E_M = Σ_k W_k ε̃_k f(ε̃_k),
S_M = Σ_k W_k s(ε̃_k),  Ω_M = Σ_k W_k ω(ε̃_k), (4)

with the scalar functions f, s, ω of equation (5) below. Moreover:

(a) The moments up to M can be obtained with M/2 − 1 matrix products. Equations (4) require none.

(b) For any M, the approximate quantities satisfy Ω_M = E_M − TS_M − μN_M, N_M = −∂Ω_M/∂μ and S_M = −∂Ω_M/∂T.

(c) For every electron number N_e with 0 < N_e < gD, the equation N_M(μ) = N_e has a root.

(d) The error of each quantity is at most gD (Σ_{n>M} |c_n| + Σ_{n≥2K−M} |c_n|), where c_n are the Chebyshev coefficients of its scalar function. For n ≥ 2 these are given by explicit sums over the poles of f, and they decay exponentially with n.

Parts (a) to (c) are proved in this half, together with the form of the bound in (d). The coefficients are found in the second half.

The theorem concerns a fixed H. If H changes, as in a self-consistent calculation, its moments must be computed again.

**Scalar functions.** Write τ = k_B T for the thermal energy and measure entropy in units of k_B, so that TS becomes τS and ∂/∂T becomes ∂/∂τ. With y = (ε − μ)/τ, independent electrons have

f = 1/(e^y + 1),
s = −f ln f − (1 − f) ln(1 − f),
ω = −τ ln(1 + e^{−y}). (5)

Here f is the mean occupation of one spin orbital, s its entropy and ω its grand potential. The exact quantities are N = g Σ_i f(ε_i), and likewise for E, S and Ω with the functions εf, s and ω.

**Lemma 1.** At each ε,

ω = εf − τs − μf,  ∂ω/∂μ = −f,  ∂ω/∂τ = −s. (6)

Proof. Put L = ln(1 + e^{−y}). Since f = e^{−y}/(1 + e^{−y}) and 1 − f = 1/(1 + e^{−y}),

ln f = −y − L,  ln(1 − f) = −L.

Hence

s = f(y + L) + (1 − f)L = L + yf. (7)

Multiplying by τ gives τs = τL + (ε − μ)f. Because ω = −τL, this is ω = (ε − μ)f − τs, the first identity.

For the derivatives, dL/dy = −e^{−y}/(1 + e^{−y}) = −f. Also ∂y/∂μ = −1/τ and ∂y/∂τ = −y/τ. Therefore

∂ω/∂μ = −τ(−f)(−1/τ) = −f,
∂ω/∂τ = −L − τ(−f)(−y/τ) = −L − yf = −s. ∎

**The spectral window.** A valid window can be found without diagonalization. Let v be an eigenvector with eigenvalue ε, and let v_i be its component of largest modulus. Row i of Hv = εv reads

(ε − H_ii) v_i = Σ_{j≠i} H_ij v_j.

Dividing by v_i and using |v_j/v_i| ≤ 1 gives |ε − H_ii| ≤ Σ_{j≠i} |H_ij|. It follows that

|ε − b| ≤ max_i ( |H_ii − b| + Σ_{j≠i} |H_ij| ), (8)

and the right-hand side may be taken as a. The eigenvalues x_i = (ε_i − b)/a of X then lie in [−1, 1], so |T_n(x_i)| ≤ 1 and

|m_n| ≤ D. (9)

If an eigenvalue lay outside the window, with |x| > 1, then |T_n(x)| = cosh(n arcosh|x|) would grow exponentially with n. The bound (9) would be lost, and with it the error estimate.

**Lemma 2 (separation of H from μ and τ).** Let F be any of the functions f, εf, s, ω, regarded as a function of x = (ε − b)/a. There are coefficients c_n, with Σ|c_n| finite, such that

g Tr F(H) = g Σ_{n=0}^{∞} c_n m_n. (10)

Proof. For τ > 0 each of these functions is smooth on the real axis, so F(cos θ) is a smooth, even, 2π-periodic function of θ. Its Fourier series is the cosine series

F(cos θ) = Σ_{n≥0} c_n cos nθ,
c_n = ((2 − δ_{n0})/π) ∫₀^π F(cos θ) cos nθ dθ. (11)

Two integrations by parts show that |c_n| is at most a constant divided by n², so the series converges absolutely and its sum is F. Since cos nθ = T_n(x), we may set x = x_i and sum over the D eigenvalues. This gives Σ_i F(x_i) = Σ_n c_n Σ_i T_n(x_i), which is (10) after multiplication by g. ∎

The matrix enters (10) through the m_n, while μ and τ enter through the c_n. That separation is the reason why one set of moments serves many chemical potentials.

**Lemma 3 (half the matrix products).** For k ≥ 0,

m_{2k} = 2 Tr(T_k T_k) − m_0,
m_{2k+1} = 2 Tr(T_k T_{k+1}) − m_1, (12)

where T_k stands for T_k(X).

Proof. The identity 2 cos jθ cos kθ = cos(j + k)θ + cos(j − k)θ means

2 T_j T_k = T_{j+k} + T_{|j−k|}. (13)

It holds as an identity between polynomials, hence also for the matrix X. Taking the trace with j = k gives the first line of (12), and with j = k + 1 the second. ∎

With j = 1, (13) becomes the recursion T_{k+1} = 2X T_k − T_{k−1}. The matrices T_0 = 1 and T_1 = X cost nothing, and each of T_2, …, T_{M/2} costs one product, which makes M/2 − 1 in all. By (12) these matrices give every moment up to M. The traces in (12) are not matrix products in this count: for symmetric A and B,

Tr(AB) = Σ_{ij} A_ij B_ji = Σ_{ij} A_ij B_ij,

a sum over D² elements, whereas a dense product takes of order D³ operations. This proves the first statement of (a). The count is sufficient, not minimal. If T_0, …, T_s are stored, (13) gives T_{(k+1)s} = 2T_s T_{ks} − T_{(k−1)s} at one product each, and m_{ks+i} = 2 Tr(T_{ks} T_i) − m_{ks−i} for 1 ≤ i ≤ s. For M = 400 and s = 20 this takes 19 + 18 = 37 products, at the price of holding more matrices in memory.

**Lemma 4 (sums over the nodes).** Let j be an integer and C(j) = Σ_{k=0}^{K−1} cos jθ_k. Then C(2pK) = (−1)^p K for every integer p, and C(j) = 0 if j is not a multiple of 2K.

Proof. If j = 2pK, then jθ_k = 2πp(k + ½) = 2πpk + πp, so each cosine equals (−1)^p. Otherwise the geometric sum is

Σ_k e^{ijθ_k} = e^{ijπ/(2K)} (e^{ijπ} − 1)/(e^{ijπ/K} − 1)
= ((−1)^j − 1)/(2i sin(jπ/(2K))).

The second form follows from taking a factor e^{ijπ/(2K)} out of the denominator. The numerator is real and the denominator is imaginary and nonzero. The real part, which is C(j), therefore vanishes. ∎

**Proposition 1 (effective levels).** Let the coefficients be computed by the K-point rule

ĉ_n = ((2 − δ_{n0})/K) Σ_k F(cos θ_k) cos nθ_k. (14)

Then

g Σ_{n=0}^{M} ĉ_n m_n = Σ_k W_k F(cos θ_k), (15)

and this differs from g Tr F(H) by at most

B_F = gD ( Σ_{n>M} |c_n| + Σ_{n≥2K−M} |c_n| ). (16)

Proof. Inserting (14) on the left of (15) and exchanging the two finite sums gives

Σ_k F(cos θ_k) · (g/K) Σ_{n=0}^{M} (2 − δ_{n0}) m_n cos nθ_k,

where the factor after F is W_k of (3).

For the error we need ĉ_n. Inserting the full series of F into (14) and applying the product formula for cosines gives

ĉ_n = ((2 − δ_{n0})/(2K)) Σ_{m≥0} c_m [C(m − n) + C(m + n)].

Let 1 ≤ n ≤ M. Since M < K, Lemma 4 leaves the terms m = n, which returns c_n, and m = 2pK ± n with p ≥ 1:

ĉ_n = c_n + Σ_{p≥1} (−1)^p (c_{2pK−n} + c_{2pK+n}). (17)

For n = 0 both brackets coincide, and ĉ_0 = c_0 + Σ_{p≥1} (−1)^p c_{2pK}. The additional terms are aliases: at the nodes, polynomials of these high degrees cannot be told from T_n up to a sign. All alias indices are at least 2K − M. No index occurs twice as n runs from 0 to M, because M < K.

The difference between (10) and (15) consists of the omitted terms g c_n m_n with n > M and the aliases multiplied by g m_n with n ≤ M. Using |m_n| ≤ D for all of them gives (16). ∎

Equation (15) is equation (4) for the four choices of F. It has the form of a trace over K levels at the fixed energies ε̃_k. These are not eigenvalues of H, and W_k, unlike a number of states, may be negative. The weights are made once, at a cost of K(M + 1) scalar multiplications, and each trial μ then takes K evaluations of f. This completes the proof of (a).

**Proof of (b).** Neither W_k nor ε̃_k depends on μ or τ. Multiplying the identities (6), taken at ε̃_k, by W_k and summing over k gives

Ω_M = E_M − τS_M − μN_M,
∂Ω_M/∂μ = −N_M,  ∂Ω_M/∂τ = −S_M. (18)

No convergence in M was assumed. The four numbers are thermodynamically consistent with one another even when all of them are inaccurate, so consistency is no evidence of accuracy. ∎

The program tests this at M = 40 for the lattice described below. There the electron number is wrong by up to 0.16 electrons over the sampled μ, while the largest defect in (18), with derivatives taken by finite differences, is 6.4·10⁻⁷ in the units of the respective identity.

**Proof of (c).** By (3) and Lemma 4,

Σ_k W_k = (g/K) Σ_{n=0}^{M} (2 − δ_{n0}) m_n C(n) = g m_0 = gD,

since C(0) = K and C(n) = 0 for 1 ≤ n ≤ M < 2K. When μ → −∞, every f(ε̃_k) tends to 0 and so does N_M. When μ → +∞, every f(ε̃_k) tends to 1 and N_M tends to gD. N_M is continuous in μ, so it takes every value in between. ∎

Uniqueness is not claimed. For the exact electron number,

dN/dμ = (g/τ) Σ_i f(ε_i)[1 − f(ε_i)] > 0, (19)

because ∂f/∂μ = f(1 − f)/τ. In the corresponding formula for N_M the weights W_k replace g, and negative ones can make the slope negative. The second half shows a case with many roots.

**Remark (inexact moments).** If the moments carry errors δm_n, for instance because small elements of T_k were discarded to keep the matrices sparse, then by linearity (15) changes by g Σ_{n≤M} ĉ_n δm_n. This error comes in addition to (16), and raising M does not remove it.

**Example: one set of moments.** Consider a periodic square lattice of 12×12 sites, D = 144, with one orbital per site, hopping element −1 eV between neighbours and site energies −2 + cos(j²) eV, where j = 0, …, 143 numbers the sites and the argument is in radians. This is a model with round parameters, not a particular material. Each site has four neighbours, so with b = −2 eV the row sum in (8) is at most 4 + 1 = 5 eV, and a = 5 eV is a valid half width. The eigenvalues in fact run from −6.175 to 2.271 eV.

With M = 400 the moments take 400/2 − 1 = 199 matrix products. The first three are

m_0 = 144,  m_1 = 2.081183,  m_2 = −92.282094.

The third can be checked by hand. Since T_2(x) = 2x² − 1,

Tr (H − b)² = a² (m_2 + m_0)/2 = 25 × 51.717906/2 = 646.47 eV².

The trace is also the sum of the squares of all matrix elements of H − b. The hopping elements contribute 144 × 4 = 576 eV², which leaves 70.47 eV² for the sum of cos²(j²). This is close to 72, the value for 144 terms with mean square one half.

Take τ = 0.1 eV, N_e = 100 and K = 800 nodes. The root search evaluates N_M ten times and finds

μ = −2.785445 eV.

The same weights then give

E = −424.93542 eV,  S = 15.42795 k_B,  Ω = −147.93366 eV.

The first identity of (18) can be followed in numbers:

E − τS = −424.93542 − 1.54279 = −426.47821 eV,
E − τS − μN = −426.47821 + 278.54455 = −147.93366 eV.

Full diagonalization gives the same values to all digits shown. From the same 401 moments one also obtains μ = −4.12663 eV for 50 electrons and μ = −0.80791 eV for 200 electrons at τ = 0.1 eV, and μ = −2.79807 eV for 100 electrons at τ = 0.2 eV.

## II. Accuracy, the error of the root and the case of a gap

The symbols are those of the first half. H has D orbitals, spin factor g = 2 and spectrum in [b − a, b + a]; X = (H − b)/a, and m_n = Tr T_n(X) with |m_n| ≤ D. The thermal energy is τ, and y = (ε − μ)/τ. The scalar functions f, εf, s and ω belong to N, E, S and Ω. They obey ω = εf − τs − μf, ∂ω/∂μ = −f and ∂ω/∂τ = −s. Quantities with subscript M are computed from the moments up to M with K > M nodes, and their error is at most B_F of (16), a sum over the high Chebyshev coefficients c_n of the scalar function. These coefficients are now determined. They are written f_n, e_n, s_n and ω_n for the functions f, εf, s and ω.

**The poles.** Put x_μ = (μ − b)/a. As a function of complex x, f is singular where e^y = −1, that is at y = ±iπ(2l + 1), or at x = z_l and its complex conjugate, with

z_l = x_μ + iπ(2l + 1)τ/a,  l = 0, 1, 2, … (20)

Let r_l be the square root of z_l² − 1 for which w_l = z_l − r_l has modulus below 1. Such a choice exists because (z_l − r_l)(z_l + r_l) = 1, and neither factor has modulus 1: a number u = e^{iφ} would give (u + 1/u)/2 = cos φ, which is real, whereas z_l is not. Thus

w_l + 1/w_l = 2z_l,  1/w_l − w_l = 2r_l. (21)

**Lemma 5.** For n ≥ 1,

f_n = (4τ/a) Re Σ_{l≥0} w_l^n / r_l. (22)

Proof. In (11) the integrand is even in θ, so for n ≥ 1

f_n = (1/π) ∫_{−π}^{π} f(cos θ) e^{inθ} dθ.

The sine part of the exponential integrates to zero. With u = e^{iθ}, dθ = du/(iu) and J(u) = (u + 1/u)/2,

f_n = (1/(πi)) ∮_{|u|=1} f(J(u)) u^{n−1} du. (23)

Inside the unit circle and away from u = 0, the integrand is singular at the points w_l and their conjugates. We need the residue at w_l. Near its pole, f = 1/(e^y + 1) has residue 1/e^y = −1 in the variable y. Since y = (a/τ)(x − x_μ), the residue in x is −τ/a. Passing from x to u divides it by

J′(w_l) = ½(1 − 1/w_l²) = (w_l − 1/w_l)/(2w_l) = −r_l/w_l.

So f(J(u)) has residue (τ/a) w_l/r_l at w_l, and the integrand of (23) has residue (τ/a) w_l^n/r_l. The conjugate point contributes the conjugate value. The prefactor 1/(πi) times 2πi is 2, and adding the conjugate gives twice the real part, which together make the factor 4τ/a of (22).

It remains to show that the neighbourhood of u = 0, where the poles accumulate, adds nothing. Shrink the contour to a circle |u| = ρ. Its image under J is an ellipse with semi-axes (1/ρ ± ρ)/2. Choose a sequence ρ → 0 for which the ellipse cuts the line Re x = x_μ at the heights ±2πLτ/a, L = 1, 2, …, halfway between neighbouring poles. As L grows, the ellipse becomes horizontal and straight near these crossings, so its distance from every pole, measured in y, stays above a fixed positive number. Outside small discs around its poles f is bounded, since it has period 2πi in y and tends to 1 or 0 as Re y → ∓∞. With |f| ≤ C on these circles, the remaining integral is at most (1/π) · C · ρ^{n−1} · 2πρ = 2Cρ^n, which tends to zero. The sum converges absolutely because its terms fall off as l^{−n−1}. ∎

Parts (a) to (c) of the theorem and the form of the error bound in (d) are now proved, and the Chebyshev coefficients of f are known as a sum over its poles. There remain the coefficients for the grand potential, entropy and energy, their rate of decay, and the consequences for the root μ, for a gap and for the density matrix.
